# Total external reflection from ruthenium at 13.5 nm

## Problem

Extreme-ultraviolet light of vacuum wavelength $\lambda=13.5$ nm falls from vacuum on a flat, smooth ruthenium surface. The metal is thick enough to be treated as a half-space. Its refractive index is $n=0.886$, and absorption is neglected until part (e). The grazing angle $\theta$ is measured from the surface, not from its normal.

(a) Find the largest grazing angle $\theta_c$ at which the light is totally reflected.

(b) Show that the reflection is total below $\theta_c$ for both polarizations, and that it is partial above it. How quickly does the reflectance fall just above the limit?

(c) Compare the result with the small-angle estimate $\sqrt{2\delta}$, where $\delta=1-n$. How many digits of $\theta_c$ does the given index support?

(d) How deep does the light reach into the metal at $\theta=15^\circ$?

(e) Ruthenium does absorb at this wavelength. Take the rough value $k=0.017$ for the extinction coefficient, so that the index becomes $n+ik$. What is left of the limit, and at what angles is the mirror useful?

## Solution

### (a) The limiting angle

Let the surface be the plane $z=0$, with vacuum at $z<0$ and metal at $z>0$. The plane of incidence is the $xz$ plane. Fields vary in time as $e^{-i\omega t}$, and $k_0=\omega/c=2\pi/\lambda$. The incident wave vector has the components

$$k_x=k_0\cos\theta,\qquad k_z=k_0\sin\theta .$$

The cosine belongs to the component along the surface because $\theta$ is measured from the surface.

The boundary conditions must hold at every $x$. The incident, reflected and transmitted fields must therefore share the same factor $e^{ik_xx}$, so $k_x$ has the same value in the metal as in vacuum. In the metal each field component obeys

$$\left(\frac{\partial^2}{\partial x^2}+\frac{\partial^2}{\partial z^2}+n^2k_0^2\right)F=0 .$$

Inserting $F=e^{ik_xx+ik_z'z}$ gives $k_x^2+k_z'^2=n^2k_0^2$, and hence

$$k_z'^2=k_0^2\,(n^2-\cos^2\theta). \tag{1}$$

A wave that travels into the metal needs a real, nonzero $k_z'$, which requires $\cos\theta<n$. If $\cos\theta>n$, then $k_z'$ is imaginary and the field decays with depth. The two regimes meet at

$$\boxed{\cos\theta_c=n}\tag{2}$$

Since the cosine falls as the angle grows, the decaying regime is $\theta<\theta_c$. The limit exists because $n<1$: the wavelength in the metal is longer than in vacuum, and a wave there cannot match a surface component $k_x$ larger than $nk_0$. The reflection is called external because the light arrives from the vacuum side.

For the given index,

$$\theta_c=\arccos 0.886=0.4822\ \text{rad}=27.6^\circ .$$

Measured from the normal, the same direction is $90^\circ-27.6^\circ=62.4^\circ$, and total reflection then occurs at angles larger than this.

Fermat's principle gives the same limit without the wave equation. Take a source at height $h$ above the surface and an end point at depth $b$ below it, a horizontal distance $D$ away. A ray that crosses the surface at horizontal distance $x$ from the source has the optical path

$$L(x)=\sqrt{h^2+x^2}+n\sqrt{b^2+(D-x)^2}.$$

Setting the derivative to zero gives

$$\frac{x}{\sqrt{h^2+x^2}}=n\,\frac{D-x}{\sqrt{b^2+(D-x)^2}},
\qquad\text{that is}\qquad \cos\theta=n\cos\theta',$$

where $\theta'$ is the grazing angle in the metal. This is Snell's law written with grazing angles. If the end point lies just below the surface and far enough away, the ray in the metal runs almost along the surface. Then $\cos\theta'\to1$ and $\cos\theta\to n$. Numerical minimization of $L$ with $h=1$, $b=10^{-4}$ and $D=10$, all in the same arbitrary length unit, gives a crossing angle of $27.625^\circ$, in agreement with (2).

### (b) Why the reflection is total, and how it ends

A decaying field in the metal suggests total reflection, but the reflected amplitude has to be calculated. Define

$$q=\frac{k_z'}{k_0}=\sqrt{n^2-\cos^2\theta}. \tag{3}$$

For real $q$ the positive root is taken, so that the transmitted wave carries energy away from the surface. For imaginary $q$ the root with positive imaginary part is taken, so that the field decays as $z$ increases.

**s polarization.** The electric field points along $y$. Apart from the common factor $e^{ik_xx}$,

$$E=e^{ik_0z\sin\theta}+r_s\,e^{-ik_0z\sin\theta}\quad(z<0),\qquad E=t_s\,e^{ik_0qz}\quad(z>0).$$

The tangential electric field $E$ is continuous. The tangential magnetic field is proportional to $\partial E/\partial z$, with the same constant on both sides because the metal is taken as non-magnetic, so this derivative is continuous too. At $z=0$ the two conditions read

$$1+r_s=t_s,\qquad \sin\theta\,(1-r_s)=q\,t_s .$$

Eliminating $t_s$ gives $\sin\theta\,(1-r_s)=q(1+r_s)$. Collecting the terms in $r_s$,

$$r_s=\frac{\sin\theta-q}{\sin\theta+q}. \tag{4}$$

**p polarization.** Now the magnetic field $H$ points along $y$ and is continuous. The tangential electric field is proportional to $n^{-2}\,\partial H/\partial z$, because the curl of $H$ equals $-i\omega\varepsilon_0n^2$ times the electric field. With $r_p$ defined as the ratio of magnetic amplitudes, the second condition becomes

$$\sin\theta\,(1-r_p)=\frac{q}{n^2}(1+r_p),$$

and therefore

$$r_p=\frac{n^2\sin\theta-q}{n^2\sin\theta+q}. \tag{5}$$

Both results have the form $r=(a-q)/(a+q)$ with $a$ real and positive, where $a=\sin\theta$ for s light and $a=n^2\sin\theta$ for p light.

Below the limit, $q=iq_0$ with $q_0=\sqrt{\cos^2\theta-n^2}$ real. Then

$$|r|^2=\frac{|a-iq_0|^2}{|a+iq_0|^2}=\frac{a^2+q_0^2}{a^2+q_0^2}=1 .$$

All the incident power returns, in either polarization. The field in the metal is not zero, but on average over a cycle it carries no energy inward: the tangential electric and magnetic fields are a quarter period out of phase.

Above the limit, $q$ is real and positive, so $|a-q|<a+q$ and $|r|^2<1$. The remaining power enters the metal.

The fall just above the limit is steep. Using $n=\cos\theta_c$ in (3) and expanding to first order in $\theta-\theta_c$,

$$q^2=\cos^2\theta_c-\cos^2\theta\approx\sin(2\theta_c)\,(\theta-\theta_c).$$

For $q\ll a$ the reflectance is

$$R=\left(\frac{1-q/a}{1+q/a}\right)^2\approx1-\frac{4q}{a}.$$

The lost fraction thus grows as the square root of $\theta-\theta_c$, and the curve of $R$ against angle starts downward with a vertical tangent. Since $a$ is smaller for p light by the factor $n^2$, p light is lost faster.

One degree above the limit the full formulas must be used, because $q/a$ is no longer small. There $\sin\theta=0.479$ and $q=0.1205$, so

$$R_s=\left(\frac{0.479-0.1205}{0.479+0.1205}\right)^2\approx0.36 .$$

The corresponding p value is $R_p=0.265$. In the lossless model, one degree takes the s reflectance from 1 to about one third.

### (c) The small-angle estimate and the meaning of the digits

For small angles $\cos\theta\approx1-\theta^2/2$. Equation (2) then becomes $1-\theta_c^2/2\approx1-\delta$, so

$$\theta_c\approx\sqrt{2\delta}=\sqrt{2\times0.114}=0.4775\ \text{rad}=27.36^\circ .$$

This is $0.27^\circ$ below the result of (2), an error of about 1% of $\theta_c$. The next term of the cosine explains the sign and the size. From

$$\delta=\frac{\theta_c^2}{2}-\frac{\theta_c^4}{24}+\dots$$

one obtains $\theta_c^2\approx2\delta+\theta_c^4/12$. Inserting $\theta_c^4\approx4\delta^2$ in the small term gives

$$\theta_c^2\approx2\delta\left(1+\frac{\delta}{6}\right),\qquad
\theta_c\approx\sqrt{2\delta}\left(1+\frac{\delta}{12}\right).$$

The correction is positive, and its relative size is $0.114/12=0.0095$, or $0.26^\circ$. This accounts for nearly all of the difference.

The sensitivity to the index follows by differentiating (2): $-\sin\theta_c\,d\theta_c=dn$, so

$$\frac{d\theta_c}{dn}=-\frac{1}{\sin\theta_c}=-\frac{1}{0.4637}\ \text{rad}=-123.6^\circ\ \text{per unit of index}.$$

If $n$ is known to half a unit in its third decimal, $\pm0.0005$, the limit is known to about $\pm0.06^\circ$. The answer $27.6^\circ$ is therefore as fine as the given index allows. An index change of $0.005$ matters more than the small-angle error: the limit is $28.2^\circ$ for $n=0.881$ and $27.0^\circ$ for $n=0.891$.

### (d) Depth of the field in the metal

Below the limit the field varies as $e^{-\kappa z}$ with

$$\kappa=k_0\sqrt{\cos^2\theta-n^2}. \tag{6}$$

The intensity, proportional to the squared field, varies as $e^{-2\kappa z}$ and falls by a factor $e$ over the depth $1/(2\kappa)$. At $15^\circ$,

$$k_0=\frac{2\pi}{13.5\ \text{nm}}=0.4654\ \text{nm}^{-1},\qquad
\sqrt{0.9330-0.7850}=0.3847,$$

$$\frac{1}{2\kappa}=\frac{1}{2\times0.4654\times0.3847}\ \text{nm}=2.8\ \text{nm}.$$

The depth is 2.5 nm at $10^\circ$ and 5.6 nm at $25^\circ$. It diverges as $\theta\to\theta_c$, where $\kappa\to0$. In this lossless model, a film of fixed thickness therefore stops acting as a half-space close enough to the limit. Absorption keeps the depth finite: with the extinction coefficient of part (e) it is about 8.7 nm at $\theta_c$.

This decay also gives a check on the limit. Transmission through lossless slabs 40 and 60 nm thick, found by integrating the wave equation numerically at $10^\circ$, $15^\circ$ and $20^\circ$, yields a value of $\kappa$ at each angle. A straight line through $\kappa^2$ against $\cos^2\theta$ reaches zero at $27.625^\circ$.

### (e) What absorption does to the limit

With index $n+ik$, the boundary conditions keep their form. In (3) and (5), $n^2$ is replaced by $(n+ik)^2$, and

$$q^2=n^2-k^2-\cos^2\theta+2ink. \tag{7}$$

Now $q$ has a positive real part at every angle, and power flows into the metal. For s light the identity $|\sin\theta+q|^2-|\sin\theta-q|^2=4\sin\theta\,\mathrm{Re}\,q$ gives the absorbed fraction

$$1-R_s=\frac{4\sin\theta\,\mathrm{Re}\,q}{|\sin\theta+q|^2}. \tag{8}$$

This is positive for every $\theta>0$ up to normal incidence, so total reflection in the strict sense is gone.

**At the former limit.** Setting $\cos\theta=n$ in (7) leaves $q^2=-k^2+2ink$. Here $k^2=0.0003$ is small beside $2nk=0.0301$ and may be dropped. Since $(1+i)^2=2i$,

$$q\approx\sqrt{nk}\,(1+i)=0.1227\,(1+i).$$

Inserting this in (4) gives

$$R_s\approx\frac{(0.4637-0.1227)^2+0.1227^2}{(0.4637+0.1227)^2+0.1227^2}\approx0.37 .$$

At the angle where the lossless model still promises full reflection, about 63% of the s light is absorbed. The extinction coefficient is small compared with $\delta$, but at this angle $q$ grows as $\sqrt{k}$, which is much larger than $k$.

**Well below the limit.** If $2nk\ll q_0^2$, expanding the root in (7) to first order in $k$ gives $q\approx iq_0+nk/q_0$. To the same order, the denominator of (8) is $\sin^2\theta+q_0^2=1-n^2$. Hence

$$1-R_s\approx\frac{4nk\sin\theta}{(1-n^2)\sqrt{\cos^2\theta-n^2}}. \tag{9}$$

The loss is now proportional to $k$, and it vanishes in proportion to $\theta$ at small angles. At $15^\circ$ equation (9) gives 0.19, while the full formula gives 0.17. The estimate is thus about a tenth too large, relative to the loss itself.

The full formulas give these reflectances for an absorbing half-space:

| $\theta$ | $R_s$ | $R_p$ |
|---|---|---|
| 5° | 0.95 | 0.94 |
| 10° | 0.89 | 0.87 |
| 15° | 0.83 | 0.80 |
| 20° | 0.74 | 0.69 |
| 25° | 0.57 | 0.49 |
| 27.6° | 0.37 | 0.28 |
| 30° | 0.19 | 0.11 |

The sharp edge has become a gradual fall. The s reflectance passes one half at $26.1^\circ$, already below the lossless limit.

The table also bears on how to turn a beam. A reflection at grazing angle $\theta$ deflects it by $2\theta$, so a total turn of $40^\circ$ needs one reflection at $20^\circ$, two at $10^\circ$, or four at $5^\circ$. With the plane of incidence, the polarization and the surface quality held fixed, the s light that survives is 0.74, $0.895^2=0.80$, or $0.949^4=0.81$. The second mirror helps clearly; going from two to four hardly does. Equation (9) shows why: at small angles the loss per reflection is proportional to $\theta$, while the number of reflections needed is proportional to $1/\theta$.

**Comparison with a real mirror.** Ruthenium serves as a coating on grazing-incidence EUV mirrors, and the index and extinction coefficient used here are in the range expected for it. For a clean or only thinly contaminated mirror, the assumption that fails most seriously is the absence of absorption: at $15^\circ$ absorption lowers the s reflectance from 1 to 0.83. The other effects, estimated at the same angle with rough typical inputs, are smaller. A 30 nm film with vacuum behind it, standing in for a substrate of index near one, changes the reflectance by less than 0.0001, because the field reaches only a few nanometres. A 2 nm carbon layer of index $0.96+0.007i$ lowers it from 0.831 to 0.815. This effect grows quickly with thickness: 10 nm of the same carbon lowers it to about 0.70, a loss comparable to that from absorption in the ruthenium.

Roughness can be estimated by noting that a surface height $h$ shifts the reflected phase by $2k_0h\sin\theta$. Averaging the phase factor over Gaussian heights of rms value $\sigma$, and squaring, multiplies the specular reflectance by $e^{-(2k_0\sigma\sin\theta)^2}$. For $\sigma=0.3$ nm this is 0.995, a relative loss of 0.5%. This estimate applies to height variations of long lateral scale, where each patch acts as a flat mirror displaced by $h$. Roughness of very short lateral scale acts instead as a graded interface, and below the limit it costs much less: the factor is about 0.999 for the same $\sigma$ and angle.

The value $27.6^\circ$ is therefore the edge of the lossless model, not a recommended working angle. For these optical constants, an s reflectance above 0.8 requires a grazing angle below about $17^\circ$, before contamination and roughness are counted. The numerical output below lists most of the values to more digits.

## Calculated quantities

```
wavelength = 13.5 nm
photon energy = 91.84 eV
ruthenium index n = 0.886, delta = 0.114
critical grazing angle = 27.625 deg
critical grazing angle = 0.4822 rad
same limit from the normal = 62.375 deg
sine of critical angle = 0.4637
limit from least optical path = 27.625 deg
limit from slab decay = 27.625 deg
small-angle estimate sqrt(2 delta) = 27.358 deg
small-angle error = -0.267 deg
slope d(theta_c)/dn = -123.6 deg per unit index
limit for n = 0.881: 28.24 deg
limit for n = 0.891: 27.00 deg
Lossless 1/e intensity depth, 1/(2 kappa):
  at 10 deg: 2.50 nm
  at 15 deg: 2.79 nm
  at 20 deg: 3.43 nm
  at 25 deg: 5.63 nm
lossless R_s at 1 deg above the limit = 0.358
lossless R_p at 1 deg above the limit = 0.265
rough extinction coefficient k = 0.017
Half-space reflectance with absorption:
  at 5.00 deg: R_s = 0.949, R_p = 0.938
  at 10.00 deg: R_s = 0.895, R_p = 0.873
  at 15.00 deg: R_s = 0.831, R_p = 0.796
  at 20.00 deg: R_s = 0.742, R_p = 0.691
  at 25.00 deg: R_s = 0.569, R_p = 0.490
  at 27.63 deg: R_s = 0.368, R_p = 0.276
  at 30.00 deg: R_s = 0.191, R_p = 0.112
angle where R_s with absorption is one half = 26.08 deg
Other neglected effects, s light at 15 deg:
  bare absorbing half-space R = 0.83106
  film of 30 nm backed by vacuum R = 0.83102
  carbon index = 0.96 + 0.007 i
  with 2 nm carbon on top R = 0.81524
  roughness 0.3 nm rms: factor = 0.9948
```
